# Equilibrium Strain of a Free-Standing Film with Two Identical Stressed Surfaces, part 1

(Sections cited here and not found follow in the second part.)

## 1. From surface stress to film strain

Q: A free-standing film has nothing attached to it and nobody pulls on it. Its stress is therefore zero, and its lattice should be that of the bulk crystal. Why should there be any strain to derive?

A: The absence of a load guarantees something weaker than zero stress. Cut the film in thought along a plane perpendicular to its faces. One part must exert no net force on the other. That force is the stress summed over the whole cut, and the sum can vanish while the layers near the faces are in tension and the interior is in compression.

There is a reason for such a division. Atoms near a face have lost some of their neighbours, so the in-plane spacing that would suit them differs in general from that of the bulk. They are nevertheless part of the same crystal and must share one in-plane spacing with the interior. The film settles on a compromise.

I take a flat, defect-free crystalline film whose lateral size is much larger than its thickness. The $z$ axis is normal to the film, and the two faces are identical. The in-plane strain $\varepsilon$ is the same in $x$ and $y$, and is measured from the stress-free bulk crystal.

Q: "Layers near the faces" is vague. Where does the surface end and the interior begin? I would like a definition that does not depend on drawing that line.

A: Energy provides one. Hold the film at a chosen in-plane strain $\varepsilon$ and let all other atomic coordinates relax. Let $W(\varepsilon)$ be its energy per unit area, measured from the same number of atoms in unstrained bulk. The area is that of the unstrained crystal, so stretching does not change the area by which we divide.

Now take bulk crystal at the same in-plane strain, with no stress along $z$. Let $w(\varepsilon)$ be its energy per unit unstrained volume, with $w(0)=0$. The surface energy $\gamma(\varepsilon)$ of one face is defined by

$$W(\varepsilon)=h\,w(\varepsilon)+2\gamma(\varepsilon).$$

The thickness $h$ is the number of atomic layers times the layer spacing of unstrained bulk. The term $hw$ is then the energy that the film's atoms would have if all of them were in strained bulk, and $2\gamma$ is whatever remains. No boundary between surface and interior has been drawn. The one requirement is that the faces be far enough apart not to influence each other, so that $\gamma$ does not depend on $h$.

Q: Why must the comparison crystal be free of stress along $z$? You could equally well have kept its layer spacing fixed.

A: The faces are free, so no normal force acts on them. In a wide film the average stresses vary only with $z$, and equilibrium of a thin slice then requires $d\sigma_{zz}/dz=0$. Since $\sigma_{zz}$ vanishes at the faces, it vanishes throughout the interior. The interior layers do adjust their spacing when the film is strained in its plane.

If the comparison crystal were not allowed to do the same, each interior layer would contribute to the difference between film and bulk. A crystal held at fixed layer spacing has a higher energy than one that can adjust it, so at nonzero strain the supposed surface energy would fall steadily as $h$ grows. It would not be a property of a surface.

Q: So far there is a surface energy but no surface stress. How do you get a force out of $\gamma$, and with what factor?

A: Consider a rectangular piece of one face with sides $a$ and $b$. Let $f$ be the excess force per unit length with which the surface resists being stretched, equal in both directions. Stretch the piece along $x$ by a small strain $d\varepsilon_x$. The force on an edge of length $b$ is $fb$, and the two opposite edges move apart by $a\,d\varepsilon_x$. The work is $f\,ab\,d\varepsilon_x$. Stretching along $y$ costs $f\,ab\,d\varepsilon_y$ in the same way.

The work is stored as surface energy, $ab\,d\gamma$. Dividing by the area $ab$ gives

$$d\gamma=f\,(d\varepsilon_x+d\varepsilon_y).$$

Here both strains equal $d\varepsilon$, so at zero strain

$$\left.\frac{d\gamma}{d\varepsilon}\right|_{0}=2f.$$

The factor 2 counts directions, not faces. A positive $f$ means that stretching costs surface energy, so the surface pulls inward on its edges. Such a surface stress is called tensile.

Q: For a soap film or a water surface the force per length is simply the energy per area. Why not use $\gamma(0)$ and save a symbol?

A: The two quantities answer different questions. The value $\gamma(0)$ is the cost of creating new surface. The stress $f$ is the cost of stretching surface that already exists, with the number of surface atoms kept fixed.

The connection follows from a change of reference area. Let $\gamma_E$ be the surface energy per unit of actual, stretched area. A unit square of unstrained surface becomes a square of side $1+\varepsilon$, so

$$\gamma(\varepsilon)=(1+\varepsilon)^2\,\gamma_E(\varepsilon).$$

Differentiate the product and set $\varepsilon=0$:

$$2f=2\gamma_E(0)+\left.\frac{d\gamma_E}{d\varepsilon}\right|_0,
\qquad
f=\gamma_E(0)+\frac12\left.\frac{d\gamma_E}{d\varepsilon}\right|_0 .$$

When a liquid surface is enlarged slowly, molecules arrive from below and the new surface is like the old one. Then $\gamma_E$ does not change, and $f=\gamma_E$. In a crystal the surface atoms are moved apart, $\gamma_E$ changes, and the second term remains. It can have either sign. A stable crystal surface has $\gamma(0)>0$, but its $f$ may be negative.

Q: Very well. Now the bulk part. I expect $w=\tfrac12(\text{modulus})\,\varepsilon^2$, but which modulus?

A: Let me take a cubic crystal with its cube axes along $x$, $y$ and $z$, which is a film with (001) faces. Without shear, the elastic energy density for small strains is

$$w=\tfrac12C_{11}(\varepsilon_x^2+\varepsilon_y^2+\varepsilon_z^2)
+C_{12}(\varepsilon_x\varepsilon_y+\varepsilon_y\varepsilon_z+\varepsilon_z\varepsilon_x).$$

Put $\varepsilon_x=\varepsilon_y=\varepsilon$:

$$w=(C_{11}+C_{12})\,\varepsilon^2+\tfrac12C_{11}\varepsilon_z^2+2C_{12}\,\varepsilon\,\varepsilon_z .$$

The normal stress is $\partial w/\partial\varepsilon_z$, and it must vanish:

$$C_{11}\varepsilon_z+2C_{12}\varepsilon=0,\qquad
\varepsilon_z=-\frac{2C_{12}}{C_{11}}\,\varepsilon .$$

Insert this value. The term in $\varepsilon_z^2$ becomes $+2C_{12}^2\varepsilon^2/C_{11}$, and the mixed term becomes $-4C_{12}^2\varepsilon^2/C_{11}$. Their sum is $-2C_{12}^2\varepsilon^2/C_{11}$. Therefore

$$w=M\varepsilon^2,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

This $M$ is the biaxial modulus.

Q: You have lost the factor $\tfrac12$.

A: It has been cancelled by the two directions. If $\sigma$ is the in-plane stress, equal along $x$ and $y$, then a small further strain does the work $dw=\sigma\,d\varepsilon+\sigma\,d\varepsilon=2\sigma\,d\varepsilon$. Hence

$$\sigma=\frac12\frac{dw}{d\varepsilon}=M\varepsilon .$$

With this definition $M$ is the ratio of stress to strain, and the energy density is $M\varepsilon^2$ without a half.

Q: For an isotropic plate I remember $E/(1-\nu)$. Does your expression agree?

A: It does. For Young's modulus $E$ and Poisson's ratio $\nu$, write $D=(1+\nu)(1-2\nu)$. Then $C_{11}=E(1-\nu)/D$ and $C_{12}=E\nu/D$, so that

$$M=\frac{E}{D}\left[(1-\nu)+\nu-\frac{2\nu^2}{1-\nu}\right]
=\frac{E}{D}\,\frac{1-\nu-2\nu^2}{1-\nu}.$$

The numerator $1-\nu-2\nu^2$ factorizes into $(1+\nu)(1-2\nu)=D$. It cancels the $D$ below, and $M=E/(1-\nu)$ remains.

Q: Then put the pieces together. What strain does the film choose?

A: Near zero strain the surface energy is $\gamma=\gamma_0+2f\varepsilon$, with $\gamma_0=\gamma(0)$ and terms of order $\varepsilon^2$ left out for now. The bulk has no linear term, because the strain is measured from the stress-free crystal. With two faces,

$$W(\varepsilon)=hM\varepsilon^2+2\gamma_0+4f\varepsilon .$$

The 4 is two faces times two directions. The film is free to choose $\varepsilon$, so the derivative must vanish:

$$\frac{dW}{d\varepsilon}=2hM\varepsilon+4f=0,
\qquad
\varepsilon=-\frac{2f}{Mh}.$$

The second derivative is $2hM$, so the stationary point is a minimum if $M>0$. To see when that holds, write

$$M=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .$$

Multiplying out the numerator gives $C_{11}^2+C_{11}C_{12}-2C_{12}^2$, which confirms the form. A stable cubic crystal has $C_{11}-C_{12}>0$ and $C_{11}+2C_{12}>0$. Twice the first plus the second is $3C_{11}$, so $C_{11}$ is positive too, and so is $M$.

Q: An energy argument with several factors of 2 makes me nervous. Can you reach the same result without it?

A: Return to the cut, and take a strip of it with width $\ell$. The interior transmits the force $\sigma h\ell$, and each face adds $f\ell$. The total must vanish:

$$\sigma h\ell+2f\ell=0,\qquad \sigma=-\frac{2f}{h}.$$

Hooke's law $\sigma=M\varepsilon$ turns this into $\varepsilon=-2f/(Mh)$. Only one direction enters here, so the 2 that survives is the number of faces. In the energy argument the count of directions appeared in both terms of $dW/d\varepsilon$ and cancelled.

The signs can be followed in the same picture. Faces with tensile $f$ pull inward on the rim. The interior is squeezed until it pushes back equally, and the film is smaller in its plane than the same atoms would be in bulk. With $f<0$ the faces push outward, the interior is stretched, and the film expands.

Q: Suppose I do pull on the rim. Can I restore the bulk spacing?

A: Let the rim carry an outward force $T$ per unit length on all sides. The cut must now transmit $T$, so

$$M\varepsilon h+2f=T,\qquad \varepsilon=\frac{T-2f}{Mh}.$$

At $T=2f$ the strain is zero and the interior is free of stress. The whole applied force is then carried by the two surfaces. This gives $f$ a direct mechanical meaning: $2f$ is the force per length needed to hold the film at the spacing of the bulk.

Q: A film with stressed faces might curl up instead of shrinking. Why does yours stay flat?

A: Take moments about the middle plane. The upper face contributes $f\cdot h/2$ per unit length of cut, and the lower face contributes $-f\cdot h/2$. They cancel because the faces are identical. If the faces had different stresses $f_1$ and $f_2$, the moment $(f_1-f_2)h/2$ would remain, and the film would bend.

This shows that the flat film is in equilibrium. It does not show that the flat film is stable against every out-of-plane distortion, and I have not examined that question.

Q: And the rim itself? It is a surface as well.

A: Let the film have width $B$ along the cut. Its side faces meet the cut along two lines of length $h$, and they add a force of order $2f_sh$, where $f_s$ is their surface stress. The main faces contribute $2fB$. The ratio is $(f_s/f)(h/B)$, which is small for a wide film unless $f$ happens to be very small.

Q: What if the surface stress differs between $x$ and $y$?

A: Then one number $f$ is not enough, and the two in-plane strains generally differ. The formula needs a surface stress that is equal in all in-plane directions. A fourfold axis normal to the face ensures this, because a rotation by $90^\circ$ exchanges $x$ and $y$ and leaves the surface unchanged.

## 2. How thin may the film be?

Q: Before I object further, remind me what has been established.

A: The strain $\varepsilon$ is measured in the plane from stress-free bulk, and $h$ is the number of layers times the bulk layer spacing. Per unit unstrained area the film has the energy $W=hw+2\gamma$. Here $w=M\varepsilon^2$ to second order, $M=C_{11}+C_{12}-2C_{12}^2/C_{11}$ is the biaxial modulus, and $\gamma=\gamma_0+2f\varepsilon$ to first order, with surface stress $f$. The in-plane stress of the interior is $\sigma=\tfrac12\,dw/d\varepsilon$, and its normal strain is $-2(C_{12}/C_{11})\varepsilon$. Minimizing $W$ gave the strain that I now call

$$\varepsilon_1=-\frac{2f}{Mh}.$$

Q: You dropped terms of order $\varepsilon^2$ in $\gamma$ but kept them in $w$. That looks inconsistent.

A: The bulk term is multiplied by $h$ and the surface term is not. To see what this does, keep one more term in each:

$$w=M\varepsilon^2+L\varepsilon^3,\qquad \gamma=\gamma_0+2f\varepsilon+S\varepsilon^2 .$$

The coefficient $L$ describes how the bulk stiffness changes with strain, and $S$ is the excess stiffness of a surface. The energy is

$$W=h(M\varepsilon^2+L\varepsilon^3)+2\gamma_0+4f\varepsilon+2S\varepsilon^2,$$

and its derivative must vanish:

$$2Mh\varepsilon+3Lh\varepsilon^2+4f+4S\varepsilon=0 .$$

For a thick film $\varepsilon$ is of order $1/h$. The first and third terms then do not shrink as $h$ grows, while the second and fourth are of order $1/h$. At leading order the first and third must balance, which gives $\varepsilon_1$. The term $S\varepsilon^2$ was rightly dropped there, and so was $L\varepsilon^3$.

At leading order, a free-standing film with surface stress $f$ takes the in-plane strain $\varepsilon_1=-2f/(Mh)$, and the next terms in the bulk and surface energies were rightly dropped in deriving it. It remains to find how large an error this leaves in a thin film, and to test the formula against a model made of atoms.
